# Why Quantum Cascade Lasers Usually Lack Relaxation Oscillations

Suppose the resonance formula of an ordinary diode laser is applied to a quantum cascade laser. For a laser pumped at \(p\) times threshold, with upper-state lifetime \(\tau\) and photon lifetime \(\tau_p\), the formula is

\[
\omega_0=\sqrt{\frac{p-1}{\tau\tau_p}} .
\]

With \(\tau=0.60\) ps, \(\tau_p=12.12\) ps and \(p=2\), it gives \(\omega_0=0.371\) rad/ps, or 59 GHz. One would then expect ringing near 59 GHz and useful modulation up to about that frequency. The model that produces the formula predicts neither. For these numbers it has no resonance, and its response has fallen to half power at 6.65 GHz. The formula gives a natural frequency but says nothing about damping, and here damping decides the outcome.

## The model

Let \(N\) be the number of electrons in the upper laser state and \(S\) the number of photons in one cavity mode. Electrons are supplied at a rate \(J\). The lower state is assumed to empty at once, so \(N\) is also the inversion. The optical polarisation is assumed to follow the field and inversion at once, and spontaneous emission into the mode is neglected. With gain coefficient \(g\),

\[
\dot N=J-\frac{N}{\tau}-gNS,\qquad
\dot S=gNS-\frac{S}{\tau_p}.
\]

Here \(\tau\) is the upper-state lifetime without laser light. In a mid-infrared cascade laser it is short because electrons leave the state by emitting optical phonons.

In a lasing steady state \(S_0\neq0\), so the second equation requires \(gN_0=1/\tau_p\): gain equals loss. At threshold the population has this same value but \(S=0\), so \(J_{\rm th}=N_0/\tau\). Put \(J=pJ_{\rm th}\) into the first equation:

\[
\frac{pN_0}{\tau}-\frac{N_0}{\tau}=gN_0S_0
\quad\Rightarrow\quad
gS_0=\frac{p-1}{\tau}.
\]

Now write \(N=N_0+\delta N\) and \(S=S_0+\delta S\), and drop the product \(\delta N\,\delta S\). Then

\[
\delta\dot N=-\left(\frac1\tau+gS_0\right)\delta N-gN_0\,\delta S
=-\frac p\tau\,\delta N-\frac1{\tau_p}\,\delta S,
\]

\[
\delta\dot S=gS_0\,\delta N+\left(gN_0-\frac1{\tau_p}\right)\delta S
=\frac{p-1}{\tau}\,\delta N .
\]

Stimulated emission shortens the memory of the electrons from \(\tau\) to \(\tau/p\). The photons have no damping term of their own, because gain cancels loss in the steady state. A photon disturbance can die away only through its effect on the electrons.

## When the roots are complex

For motion proportional to \(e^{\lambda t}\), the photon equation gives \(\delta N=\lambda\tau\,\delta S/(p-1)\). Inserting this in the electron equation,

\[
\left(\lambda+\frac p\tau\right)\frac{\lambda\tau}{p-1}=-\frac1{\tau_p},
\]

and multiplying by \((p-1)/\tau\),

\[
\lambda^2+\frac p\tau\lambda+\frac{p-1}{\tau\tau_p}=0 .
\]

The roots are complex if the discriminant \(p^2/\tau^2-4(p-1)/(\tau\tau_p)\) is negative. Multiplying it by \(\tau^2\) and writing \(r=\tau/\tau_p\), the condition for oscillation is

\[
p^2<4r(p-1).
\]

Since \(p^2-4(p-1)=(p-2)^2\ge0\), we have \(4(p-1)\le p^2\). If \(r\le1\), then \(4r(p-1)\le p^2\) as well, and the condition cannot be met at any pump level. Both roots are then real. They are negative, because their sum is \(-p/\tau\) and their product is positive. The case \(r=1\), \(p=2\) is critically damped; all other cases with \(r\le1\) are overdamped.

So in this model ringing is excluded at every pump level if the upper-state lifetime does not exceed the photon lifetime; it need not be much shorter. At any given pump level other than \(p=2\), a somewhat longer lifetime also gives no ringing.

At fixed \(p\), shortening \(\tau\) does raise the natural frequency, as \(\tau^{-1/2}\). But it raises the electron damping rate \(p/\tau\) as \(\tau^{-1}\), which grows faster. At a fixed pump rate \(J\) the comparison is different: \(p/\tau=J/N_0\) does not depend on \(\tau\), while \(\omega_0^2=(J/N_0-1/\tau)/\tau_p\) falls as \(\tau\) is shortened.

If \(r>1\), the inequality \(p^2-4rp+4r<0\) holds between

\[
p_\pm=2r\left(1\pm\sqrt{1-\frac1r}\right).
\]

For large \(r\), expanding the square root gives \(p_-\approx1+1/(4r)\) and \(p_+\approx4r-1\). In this model a laser with a long-lived upper state can thus also be overdamped, but only just above threshold or at very high pump.

## Why a short lifetime removes the ringing

In these rate equations, an oscillation needs electrons that lag behind the light. Extra electrons build up the light, the light then depletes the electrons below their steady value, and the shortage persists long enough to pull the light down too far. If the electrons respond quickly, the shortage follows the extra light and vanishes with it, so it cannot pull the light below its steady value.

For \(r\ll1\), \(\delta N\) settles while \(\delta S\) hardly changes. Setting \(\delta\dot N\approx0\) and using \(1/\tau_p=gN_0\),

\[
\frac{\delta N}{N_0}\approx-\frac{g\tau}{p}\,\delta S .
\]

Equivalently, \(\delta N\approx-\tau\,\delta S/(p\tau_p)\), and the photon equation becomes

\[
\delta\dot S\approx-\Gamma_0\,\delta S,\qquad
\Gamma_0=\frac{p-1}{p\,\tau_p}.
\]

A single first-order equation with real coefficients has no oscillating solution. The ratio of this rate to the electron rate \(p/\tau\) is \(r(p-1)/p^2\), which is at most \(r/4\). A small \(r\) therefore separates the two time scales at every pump level.

The first correction follows from setting \(\lambda=-\Gamma\) in the quadratic and rearranging it as \(\Gamma=\Gamma_0+(\tau/p)\Gamma^2\). Replacing \(\Gamma\) by \(\Gamma_0\) on the right gives

\[
\Gamma\approx\Gamma_0\left[1+\frac{r(p-1)}{p^2}\right].
\]

## What a measurement of the model would show

Add a small pump modulation \(\delta J\,e^{i\omega t}\). The same elimination gives

\[
\left[\omega_0^2-\omega^2+\frac{i\omega p}{\tau}\right]\delta S
=\frac{p-1}{\tau}\,\delta J .
\]

Relative to its static value, the squared photon response is

\[
|H|^2=\frac{\omega_0^4}{\omega_0^4+\omega^2\left(p^2/\tau^2-2\omega_0^2\right)+\omega^4}.
\]

A peak at nonzero frequency requires \(p^2/\tau^2<2\omega_0^2\), that is \(p^2<2r(p-1)\). Because \((p-1)/p^2\le1/4\), this needs \(r>2\). For \(1<r\le2\) the roots can be complex although the modulation response has no peak. A missing peak does not by itself prove overdamping.

For a small upward pump step with distinct real roots \(-\Gamma_s\) and \(-\Gamma_f\), where \(\Gamma_f>\Gamma_s\), the photon number starts with zero slope and obeys

\[
\frac{\delta\dot S}{\delta S_\infty}
=\frac{\Gamma_s\Gamma_f}{\Gamma_f-\Gamma_s}
\left(e^{-\Gamma_st}-e^{-\Gamma_ft}\right)>0 .
\]

Here \(\delta S_\infty\) is the final change. The light rises without overshoot. Since \(\delta N\) is proportional to \(\delta\dot S\), the electron number rises above its clamped value once and returns without crossing it.

## A short mid-infrared device

Take rough values for a mid-infrared cascade laser: wavelength 8 µm, cavity length 0.5 mm, group index 3.3, waveguide loss 5 cm\(^{-1}\), and facet reflectivities 0.95 and 0.70. The mirror loss is \(\ln[1/(0.95\times0.70)]/(0.1\ \text{cm})=4.08\) cm\(^{-1}\), so the total is 9.08 cm\(^{-1}\). Light travels at \(c/3.3=0.00908\) cm/ps, hence

\[
\tau_p=\frac{1}{0.00908\times9.08}\ \text{ps}\approx12.1\ \text{ps},
\qquad r=\frac{0.60}{12.12}=0.0495 .
\]

The total loss would have to reach 183 cm\(^{-1}\) before \(\tau_p\) fell to \(\tau\).

At \(p=2\), \(\Gamma_0=1/(2\times12.12\ \text{ps})=0.0412\) ps\(^{-1}\). The correction factor \(1+0.0495/4\) raises it to 0.0418 ps\(^{-1}\), in agreement with the slow root of the quadratic. The decay time is 24 ps. The fast root corresponds to 0.30 ps. The bandwidth is close to \(\Gamma_s/(2\pi)\), as expected for one slow variable.

Now change \(\tau\) to 1 ns, a rough value for an interband diode, while holding the cavity and \(p\) fixed. A real diode also has a transparency density and gain compression, which are left out here, so the numbers below show the effect of the lifetime in this model and do not predict the behaviour of a particular diode. The absolute pump rate changes, because \(J_{\rm th}=N_0/\tau\). The ratio becomes \(r=82.5\), and the roots are complex for \(p\) between 1.003 and 329. The damping ratio is

\[
\zeta=\frac{p/\tau}{2\omega_0}=\frac{p}{2\sqrt{r(p-1)}}=0.110 .
\]

In the underdamped case \(\delta\dot S\propto e^{-\zeta\omega_0t}\sin\omega_dt\), with \(\omega_d=\omega_0\sqrt{1-\zeta^2}\). The first maximum is at \(t=\pi/\omega_d\), where the step response exceeds its final value by the fraction

\[
e^{-\pi\zeta/\sqrt{1-\zeta^2}}=0.706 .
\]

Integrating the nonlinear equations after a pump step of 0.001 in \(p\) also gives 70.6 %. The complex roots put the ringing at 1.44 GHz. The same step with \(\tau=0.60\) ps gives no overshoot to the printed precision. In this small-step comparison at equal \(p\), the longer lifetime brings the ringing. At equal pump rate \(J\) it would not: the 1 ns laser would then run at \(p\approx3300\), far above the upper edge of 329, and would be overdamped.

A start from zero light needs some spontaneous emission. For this test a term is therefore added to the photon equation, equal to about \(10^{-7}\) of the steady stimulated emission for both lifetimes. The photon number then peaks at 7.9 times its steady value for \(\tau=1\) ns, but does not visibly exceed it for 0.60 ps. The height of the peak depends on the size of this seed, which at fixed \(g\) and \(p\) would be a fraction growing in proportion to \(\tau\).

## How far real devices depart from the model

The cavity in this example is short, and its facets are coated. Its round trip takes 11 ps, comparable with \(\tau_p\), so a single photon number is not obviously adequate. A calculation with two counter-running intensities, without interference between them, gives a 63 % rise time of about 24 ps after a pump step of 0.04 in \(p\) and no visible overshoot, on a grid of 50 cells with a time step of 0.11 ps. The two rate equations give 24.1 ps for the same step and 24.2 ps for a step of 0.001. The omitted interference causes spatial hole burning, which commonly makes real Fabry–Perot cascade lasers run on many modes. With uncoated facets, of reflectivity roughly 0.3, the round trip exceeds twice the photon lifetime, and the present rates should not be carried over unexamined.

Real electrons also pass through a lower state and an injector. With a lower-state lifetime of 0.2 ps, an upper-to-lower relaxation time of 1.0 ps and an injector refill time of 2.0 ps, at fixed charge per period, the slow rate falls by about 8 %, to 0.0385 ps\(^{-1}\). All roots stayed real at the pump levels sampled between \(p=1.01\) and 10; in this scan the refill time is held at 2.0 ps, so the charge is conserved in each perturbation but its total changes with \(p\). Deep cooling from 300 K, if emission of 34 meV phonons sets the whole lifetime, lengthens \(\tau\) to about 0.82 ps; if phonon absorption contributes at 300 K with the same strength, the figure is about 1.0 ps. Both are still far below \(\tau_p\). At 10 mW output the mode holds about \(10^7\) photons, so spontaneous emission into it is about \(10^{-7}\) of stimulated emission.

The assumption of an instantaneous polarisation needs more care. Let \(E\), \(P\) and \(D\) be the scaled field, polarisation and inversion, with dephasing time \(T_2\):

\[
\dot E=-\frac{E-P}{2\tau_p},\qquad
\dot P=-\frac{P-ED}{T_2},\qquad
\dot D=-\frac{D-p+EP}{\tau}.
\]

In the steady state \(D=1\), \(P=E\) and \(E^2=p-1\). If the slow field is held fixed, the linearised equations for \(P\) and \(D\) have a complex pair of roots when

\[
\frac{4(p-1)}{\tau T_2}>\left(\frac1{T_2}-\frac1\tau\right)^2 .
\]

For \(T_2=0.10\) ps this means \(p>2.04\); with the field free to respond, the onset is at 2.07. At \(p=3\) the pair decays at 5.8 ps\(^{-1}\) with angular frequency 3.9 rad/ps, so its amplitude falls by a factor of about \(10^4\) in one period. This is a heavily damped Rabi-type exchange between polarisation and inversion. The slow photon root remained real throughout the pump range examined, up to \(p=4\). Thus "overdamped" describes the photon–electron dynamics of the rate equations, not every root of a coherent model.

In the two rate equations, the absence of ringing at every pump level rests on \(r\) not exceeding one. Some terahertz designs have longer upper-state lifetimes, and each needs its own ratio \(\tau/\tau_p\). Beating between modes, optical feedback and the drive circuit can also produce oscillations or peaks, by routes this model does not contain.

## Computed results

```
wavelength 8.0 um; cavity length 0.50 mm
group index 3.3; facet R 0.95 and 0.70
waveguide loss 5.00 1/cm
mirror loss 4.08 1/cm; total 9.08 1/cm
upper-state lifetime tau = 0.60 ps
photon lifetime tau_p = 12.12 ps
ratio r = tau/tau_p = 0.0495; pump p = 2.0
criterion 4r(p-1)/p^2 = 0.0495 (complex if > 1)
total loss making tau_p = tau: 183 1/cm
slow decay rate 0.04177 1/ps; time 23.94 ps
fast decay rate 3.2916 1/ps; time 0.304 ps
slow rate, electrons following: 0.04124 1/ps
slow rate with first correction: 0.04175 1/ps
half-power modulation bandwidth 6.65 GHz
slow rate/(2 pi) = 6.65 GHz
pump step in p: 0.0010
largest n-1 after step, tau 0.6 ps: 4.79e-04
photon step overshoot, tau 0.6 ps: 0.000 %
comparison lifetime 1000 ps; ratio r = 82.5
comparison damping ratio zeta = 0.1101
comparison overshoot, integrated: 70.6 %
comparison overshoot, formula: 70.6 %
comparison ringing 1.44 GHz; decay 1000 ps
comparison window p: 1.0030 to 329
turn-on peak/steady photons, tau 0.6 ps: 1.0000
turn-on peak/steady photons, tau 1000 ps: 7.89
lower-level lifetime 0.2 ps; tau32 1.0 ps
slow rate with lower level: 0.04163 1/ps
injector refill time 2.0 ps
slow rate with lower level and refill: 0.03852 1/ps
both level models: all roots real for p = 1.01 to 10
dephasing time 0.10 ps; linewidth (FWHM) 13.2 meV
slow rate with dephasing: 0.04177 1/ps
Rabi-type complex pair first appears at p = 2.07
that pair at p = 3: decay rate 5.83 1/ps
that pair at p = 3: angular frequency 3.93 rad/ps
cavity round-trip time 11.01 ps
travelling-wave 63% rise time 24.11 ps
travelling-wave step overshoot 0.000 %
output power, both facets 10 mW
photon number in cavity 1.09e+07
spontaneous/stimulated emission in mode 9.2e-08
phonon energy 34 meV; temperature 300 K
upper-state lifetime on deep cooling 0.82 ps
```
